# Why intersubband absorption in one parabolic band needs a growth-axis field: test program

```python
"""
Result under test: for H = p^2/(2m) + V(z) with a constant scalar mass m, a
uniform light field drives transitions between different subbands only through
its component along the growth axis z; the 1->2 strength varies as sin^2(angle),
where angle is the tilt of the polarization out of the layer plane (x axis).

Hartree atomic units. The well is V = -depth*sech^2(z/a), depth = 3/(m a^2).
  omega : subband spacing E2 - E1        z21 : dipole length |<2|z|1>|
  k     : in-plane wavevector            v   : velocity operator, dH/dp
The field enters as p -> p + A(t), with A = (F0/omega) exp(-t^2/(2 tau^2))
cos(omega t) along the polarization. Periodic Fourier grids are used in x and z.
"""
import numpy as np
from scipy import constants as sc

HARTREE_MEV = sc.physical_constants["Hartree energy in eV"][0] * 1e3
BOHR_M = sc.physical_constants["Bohr radius"][0]
FIELD_V_M = sc.physical_constants["atomic unit of electric field"][0]
TIME_S = sc.physical_constants["atomic unit of time"][0]
LIGHT_SPEED = 1 / sc.fine_structure

mass, a = 0.07, 70.0
k_step = 0.01
depth = 3 / (mass * a**2)

# Closed forms for the model well
E1_formula = -2 / (mass * a**2)
E2_formula = -1 / (2 * mass * a**2)
omega = 3 / (2 * mass * a**2)
z21_formula = np.pi * a / (4 * np.sqrt(2))
f_formula = 3 * np.pi**2 / 32


def fourier_grid(length, points):
    """Symmetric periodic grid (odd number of points) and momentum matrix."""
    index = np.arange(points) - (points - 1) // 2
    position = index * length / points
    wavevector = 2 * np.pi * index / length
    waves = np.exp(1j * np.outer(position, wavevector)) / np.sqrt(points)
    return position, (waves * wavevector) @ waves.conj().T


nx, nz = 5, 51
x, px = fourier_grid(2 * np.pi / k_step, nx)
z, pz = fourier_grid(20 * a, nz)
dz = z[1] - z[0]
one_x, one_z = np.eye(nx), np.eye(nz)
well = -depth / np.cosh(z / a)**2
constant_inverse_mass = np.full(nz, 1 / mass)


def solve_1d(inverse_mass, potential, k=0.0):
    """Subband energies and real envelopes at in-plane wavevector k."""
    h = 0.5 * pz @ np.diag(inverse_mass) @ pz
    h = h + np.diag(0.5 * k**2 * inverse_mass + potential)
    return np.linalg.eigh(h.real)


def solve_2d(inverse_mass, w_xz=0.0):
    """Energies, eigenvectors and velocity matrices of the full x,z problem."""
    im = np.diag(inverse_mass)
    h = 0.5 * np.kron(px @ px, im) + w_xz * np.kron(px, pz)
    h = h + np.kron(one_x, 0.5 * pz @ im @ pz + np.diag(well))
    vx = np.kron(px, im) + w_xz * np.kron(one_x, pz)
    vz = np.kron(one_x, 0.5 * (im @ pz + pz @ im)) + w_xz * np.kron(px, one_z)
    energy, states = np.linalg.eigh(0.5 * (h + h.conj().T))
    to_eigenbasis = lambda op: states.conj().T @ op @ states
    return energy, states, to_eigenbasis(vx), to_eigenbasis(vz)


def strength_12(energy, velocity):
    """Sum of |<f|v|i>|^2 per initial state; i = the nx lowest states
    (subband 1), f = all states higher by omega."""
    gap = energy[:, None] - energy[None, :nx]
    resonant = np.abs(gap - omega) < 1e-6
    return np.sum(np.abs(velocity[:, :nx])**2 * resonant) / nx


def largest_energy_changing_element(energy, velocity):
    changes = np.abs(energy[:, None] - energy[None, :]) > 1e-6
    return np.max(np.abs(velocity) * changes)


# --- Subbands of the well: diagonalization against closed forms
E, phi = solve_1d(constant_inverse_mass, well)
z21 = abs(phi[:, 1] @ (z * phi[:, 0]))
p21 = abs(phi[:, 1] @ pz @ phi[:, 0])
assert np.allclose(E[:2], [E1_formula, E2_formula], rtol=1e-5)
assert E[2] > -1e-6  # only two bound subbands
assert np.isclose(z21, z21_formula, rtol=1e-4)
assert np.isclose(p21, mass * omega * z21_formula, rtol=1e-4)
assert np.isclose(2 * p21**2 / (mass * (E[1] - E[0])), f_formula, rtol=1e-3)

# --- Polarization law from the unseparated two-dimensional problem
energy, states, vx, vz = solve_2d(constant_inverse_mass)
inplane_leak = largest_energy_changing_element(energy, vx)
assert inplane_leak < 1e-10
full_strength = (omega * z21_formula)**2
angles = [0, 30, 60, 90]
relative_strengths = []
for degrees in angles:
    t = np.radians(degrees)
    s = strength_12(energy, np.cos(t) * vx + np.sin(t) * vz) / full_strength
    relative_strengths.append(s)
    assert abs(s - np.sin(t)**2) < 1e-3

# --- Time-dependent wave packets
tau, weak_field, strong_field = 4000.0, 5e-7, 5e-6
phi1 = np.sqrt(3 / (4 * a)) / np.cosh(z / a)**2 * np.sqrt(dz)
phi2 = np.sqrt(3 / (2 * a)) * np.tanh(z / a) / np.cosh(z / a) * np.sqrt(dz)
packet = np.exp(-(x / 150)**2 + 1j * k_step * x)
packet = packet / np.linalg.norm(packet)


def populations_after_pulse(field, degrees):
    """Populations of subbands 1 and 2 after the pulse, starting in subband 1.
    The uniform A^2/(2m) term is a common phase and is left out."""
    t = np.radians(degrees)
    v_eig, u = np.linalg.eigh(np.cos(t) * vx + np.sin(t) * vz)
    u_dagger = u.conj().T.copy()
    dt = 10.0
    half_step = np.exp(-0.5j * energy * dt)
    c = states.conj().T @ np.kron(packet, phi1)
    for time in np.arange(-5 * tau + dt / 2, 5 * tau, dt):
        vector_potential = field / omega * np.exp(-time**2 / (2 * tau**2))
        vector_potential *= np.cos(omega * time)
        c = half_step * c
        c = u @ (np.exp(-1j * vector_potential * dt * v_eig) * (u_dagger @ c))
        c = half_step * c
    psi = (states @ c).reshape(nx, nz)
    return [np.sum(np.abs(psi @ f)**2) for f in (phi1, phi2)]


weak_angle = 30
weak_p2 = populations_after_pulse(weak_field, weak_angle)[1]
weak_formula = np.pi / 2 * (weak_field * tau * z21_formula
                            * np.sin(np.radians(weak_angle)))**2
# First-order theory omits relative corrections of the order of P itself.
assert np.isclose(weak_p2, weak_formula, rtol=0.01)
strong_inplane = populations_after_pulse(strong_field, 0)
strong_growth = populations_after_pulse(strong_field, 90)
assert strong_inplane[1] < 1e-12 and abs(strong_inplane[0] - 1) < 1e-6
assert strong_growth[0] < 0.9

# --- Broken assumption: mass depends on z (heavier layer off the centre)
bump = 0.3
layer_inverse_mass = 1 / (mass * (1 + bump * np.exp(-(z / a - 1)**2)))
Ek, fk = solve_1d(layer_inverse_mass, well, k_step)
layer_vx = abs(k_step * fk[:, 1] @ (layer_inverse_mass * fk[:, 0]))
im = np.diag(layer_inverse_mass)
layer_vz = abs(fk[:, 1] @ (0.5 * (im @ pz + pz @ im)) @ fk[:, 0])
dk = 1e-4
shifted = []
for sign in (1, -1):
    g = solve_1d(layer_inverse_mass, well, k_step + sign * dk)[1][:, 0]
    shifted.append(g * np.sign(g @ fk[:, 0]))
derivative_overlap = fk[:, 1] @ (shifted[0] - shifted[1]) / (2 * dk)
assert np.isclose(layer_vx, abs((Ek[0] - Ek[1]) * derivative_overlap), rtol=1e-3)
layer_ratio = (layer_vx / layer_vz)**2
energy_l, _, vx_l, _ = solve_2d(layer_inverse_mass)
layer_leak = largest_energy_changing_element(energy_l, vx_l)
assert layer_leak > 1e-3

# --- Broken assumption: anisotropic mass with tilted axes
tilt = 0.2
energy_t, _, vx_t, _ = solve_2d(constant_inverse_mass, tilt / mass)
tilt_ratio = strength_12(energy_t, vx_t) / full_strength
assert np.isclose(tilt_ratio, tilt**2, rtol=1e-2)

# --- Broken assumption: field not uniform (wave travelling along z)
index = 3.3
q = index * omega / LIGHT_SPEED
wave_vx = k_step / mass * abs(phi[:, 1] @ (np.exp(1j * q * z) * phi[:, 0]))
assert np.isclose(wave_vx, k_step * q * z21_formula / mass, rtol=1e-3)
wave_ratio = (wave_vx / (omega * z21_formula))**2

# --- Growth-axis field is not sufficient: parity in a deeper symmetric well
E_deep, f_deep = solve_1d(constant_inverse_mass, 2 * well)
deep_z21 = abs(f_deep[:, 1] @ (z * f_deep[:, 0]))
deep_z31 = abs(f_deep[:, 2] @ (z * f_deep[:, 0]))
assert E_deep[2] < 0 and deep_z31 < 1e-6 and deep_z21 > 1

print(f"effective mass m = {mass} electron masses")
print(f"well length a = {a:.1f} bohr")
print(f"well depth 3/(m a^2) = {depth:.6f} hartree")
print(f"E1 diagonalized = {E[0]:.6f} hartree, closed form {E1_formula:.6f}")
print(f"E2 diagonalized = {E[1]:.6f} hartree, closed form {E2_formula:.6f}")
print(f"omega = {omega:.6f} hartree = {omega * HARTREE_MEV:.1f} meV")
wavelength = 2 * np.pi * LIGHT_SPEED / omega * BOHR_M * 1e6
print(f"vacuum wavelength at omega = {wavelength:.2f} micrometre")
print(f"z21 diagonalized = {z21:.3f} bohr, closed form {z21_formula:.3f}")
print(f"z21 closed form = {z21_formula * BOHR_M * 1e9:.3f} nm")
print(f"|<2|p_z|1>| = {p21:.5f} 1/bohr")
print(f"oscillator strength 3 pi^2/32 = {f_formula:.4f} (no unit)")
print(f"in-plane wavevector step = {k_step} 1/bohr, {nx} values of k")
print(f"largest energy-changing in-plane v element = {inplane_leak:.1e} a.u.")
for degrees, s in zip(angles, relative_strengths):
    print(f"1->2 strength at tilt {degrees} deg = {s:.5f} of full strength")
print(f"pulse tau = {tau:.0f} a.u. = {tau * TIME_S * 1e15:.1f} fs")
print(f"weak peak field = {weak_field:.1e} a.u. = "
      f"{weak_field * FIELD_V_M:.3e} V/m")
print(f"weak pulse, tilt {weak_angle} deg: P2 propagated = {weak_p2:.6f}")
print(f"weak pulse, tilt {weak_angle} deg: P2 first order = {weak_formula:.6f}")
print(f"strong peak field = {strong_field:.1e} a.u.")
print(f"strong in-plane pulse: P1 = {strong_inplane[0]:.8f}, "
      f"P2 = {strong_inplane[1]:.1e}")
print(f"strong growth-axis pulse: P1 = {strong_growth[0]:.4f}, "
      f"P2 = {strong_growth[1]:.4f}")
print(f"m(z) case: mass excess at layer centre z = a: {bump:.0%}")
print(f"m(z) case: in-plane v element at k = {k_step}: {layer_vx:.5f} a.u.")
print(f"m(z) case: growth-axis v element = {layer_vz:.5f} a.u.")
print(f"m(z) case: in-plane/growth strength = {layer_ratio:.2e}")
print(f"m(z) case: largest energy-changing in-plane v = {layer_leak:.2e} a.u.")
print(f"tilted mass: m*w_xz = {tilt}, in-plane strength = {tilt_ratio:.5f} "
      "of full strength")
print(f"travelling wave: refractive index = {index}, q = {q:.3e} 1/bohr")
print(f"travelling wave: in-plane/growth strength = {wave_ratio:.2e}")
print(f"deeper well: depth = {2 * depth:.6f} hartree")
print(f"deeper well: z21 = {deep_z21:.3f} bohr, z31 = {deep_z31:.1e} bohr")
print("all tests passed")
```

Printed output:

```
effective mass m = 0.07 electron masses
well length a = 70.0 bohr
well depth 3/(m a^2) = 0.008746 hartree
E1 diagonalized = -0.005831 hartree, closed form -0.005831
E2 diagonalized = -0.001458 hartree, closed form -0.001458
omega = 0.004373 hartree = 119.0 meV
vacuum wavelength at omega = 10.42 micrometre
z21 diagonalized = 38.875 bohr, closed form 38.875
z21 closed form = 2.057 nm
|<2|p_z|1>| = 0.01190 1/bohr
oscillator strength 3 pi^2/32 = 0.9253 (no unit)
in-plane wavevector step = 0.01 1/bohr, 5 values of k
largest energy-changing in-plane v element = 7.5e-12 a.u.
1->2 strength at tilt 0 deg = 0.00000 of full strength
1->2 strength at tilt 30 deg = 0.25000 of full strength
1->2 strength at tilt 60 deg = 0.75000 of full strength
1->2 strength at tilt 90 deg = 1.00000 of full strength
pulse tau = 4000 a.u. = 96.8 fs
weak peak field = 5.0e-07 a.u. = 2.571e+05 V/m
weak pulse, tilt 30 deg: P2 propagated = 0.002372
weak pulse, tilt 30 deg: P2 first order = 0.002374
strong peak field = 5.0e-06 a.u.
strong in-plane pulse: P1 = 1.00000015, P2 = 7.6e-29
strong growth-axis pulse: P1 = 0.3195, P2 = 0.6649
m(z) case: mass excess at layer centre z = a: 30%
m(z) case: in-plane v element at k = 0.01: 0.00865 a.u.
m(z) case: growth-axis v element = 0.15962 a.u.
m(z) case: in-plane/growth strength = 2.94e-03
m(z) case: largest energy-changing in-plane v = 1.74e-02 a.u.
tilted mass: m*w_xz = 0.2, in-plane strength = 0.04000 of full strength
travelling wave: refractive index = 3.3, q = 1.053e-04 1/bohr
travelling wave: in-plane/growth strength = 1.18e-05
deeper well: depth = 0.017493 hartree
deeper well: z21 = 30.924 bohr, z31 = 8.1e-15 bohr
all tests passed
```
